Coupled-Resonator-Induced Transparency and Its Weak-Coupling Linewidth

A silicon ring placed between two waveguides can remove nearly all the light from the first one at resonance and send it to the second. Now bring up another ring, tuned to the same frequency, which touches no waveguide and exchanges light with the first ring alone. At the frequency where the first ring used to block the line, the line can open again, in a window far narrower than the resonance of the first ring. What sets the width of this window, and how weak may the coupling be before the window is lost?

**The model**

The ring at the waveguide is the bright cavity, with amplitude a; the other is the dark cavity, with amplitude b. Amplitudes are normalized so that |a|² and |b|² are stored energies, and |s|² is the power arriving in the input waveguide. Atomic units are used, so ħ = 1 and every rate is also an energy. Fields vary as exp(−iωt), both cavities resonate at ω₀, and Δ = ω − ω₀.

The bright cavity loses energy at the rate

κ = κ₁ + κ₂ + κᵢ, (1)

where κ₁ belongs to the input waveguide, κ₂ to the second (drop) waveguide and κᵢ to internal loss. The dark cavity loses energy internally at the rate γ. Amplitudes decay at half these rates. In the frame rotating at ω₀,

da/dt = −(κ/2)a − igb + √κ₁ s, (2)
db/dt = −(γ/2)b − iga, (3)
s_out = s − √κ₁ a. (4)

The exchange rate g is real. The exchange terms conserve energy, since they contribute 2Re[−ig(a*b + b*a)] to d(|a|² + |b|²)/dt, and the bracket is purely imaginary. The factors √κ₁ are fixed in the same way. By (2), the input port changes |a|² at the rate 2√κ₁ Re(a*s) − κ₁|a|², and by (4) this equals |s|² − |s_out|², the power that the waveguide gives up.

The model keeps one mode per cavity, one direction of circulation, and rates that do not depend on frequency or power.

**Transmission**

In the steady state all amplitudes vary as exp(−iΔt), so d/dt becomes −iΔ. Equation (3) gives

b = −iga/(γ/2 − iΔ). (5)

Put into (2), the exchange term becomes −igb = −g²a/(γ/2 − iΔ). Hence

a = √κ₁ s / [κ/2 − iΔ + g²/(γ/2 − iΔ)], (6)

and (4) yields the amplitude transmission t = s_out/s:

t(Δ) = 1 − κ₁ / [κ/2 − iΔ + g²/(γ/2 − iΔ)]. (7)

Without the dark cavity, the value at resonance is

t₀ = 1 − 2κ₁/κ. (8)

It is real and lies between −1 and 1. With the dark cavity, the denominator at Δ = 0 is κ/2 + 2g²/γ = (κ/2)(1 + C), where

C = 4g²/(κγ) (9)

is the cooperativity. Therefore

t(0) = 1 − (1 − t₀)/(1 + C). (10)

The mechanism can be read from (5). At Δ = 0 the field returning from the dark cavity enters (2) as −(2g²/γ)a, with the sign opposite to that of the drive √κ₁ s. The bright amplitude falls by the factor 1 + C and its energy by (1 + C)². A nearly empty bright cavity sends little field into the waveguide to cancel the incoming wave, so the wave passes.

**The narrow window**

Suppose that the window is much narrower than κ. For |Δ| ≪ κ, the term −iΔ beside κ/2 in (7) can be dropped. The one beside γ/2 must stay, because γ is small. With q = γ/2 − iΔ,

1/(κ/2 + g²/q) = q/(κq/2 + g²) = (2/κ) q/(q + 2g²/κ) = (2/κ)[1 − (2g²/κ)/(q + 2g²/κ)]. (11)

Define

Γ_g = 4g²/κ, Γ = γ + Γ_g. (12)

Then q + 2g²/κ = Γ/2 − iΔ. Since 2κ₁/κ = 1 − t₀, equation (7) becomes

t(Δ) ≈ t₀ + (1 − t₀)(Γ_g/2)/(Γ/2 − iΔ). (13)

To square this, use Re[1/(Γ/2 − iΔ)] = (Γ/2)/(Γ²/4 + Δ²) and |1/(Γ/2 − iΔ)|² = 1/(Γ²/4 + Δ²). The cross term and the squared term share one denominator:

|t|² ≈ t₀² + [2t₀(1 − t₀)Γ_gΓ/4 + (1 − t₀)²Γ_g²/4]/(Γ²/4 + Δ²). (14)

Multiply numerator and denominator of the fraction by 4/Γ², and write η = Γ_g/Γ = C/(1 + C):

|t|² ≈ t₀² + H/[1 + (2Δ/Γ)²], (15)
H = (1 − t₀)η[2t₀ + (1 − t₀)η]. (16)

This is a Lorentzian on a constant floor, because t₀ is real and no term odd in Δ arises. It falls to half its height at Δ = ±Γ/2, so its full width at half maximum is

Γ = γ + 4g²/κ. (17)

The approximation requires Γ ≪ κ, which means γ ≪ κ and 4g² ≪ κ².

**When there is a window to see**

Weak coupling makes the feature narrow but does not make it visible. If g → 0 at fixed γ, the width given by (17) tends to γ while η, and with it H, tends to zero. For a bright cavity that blocks the line completely, t₀ = 0, equation (16) gives

H = η² = (1 − γ/Γ)². (18)

As long as (17) holds, a narrower window at fixed γ is thus a dimmer one. At C = 1, where g = √(κγ)/2, the height is 1/4; for much weaker coupling η ≈ C, the height falls as C², and the window is lost. Once C is no longer large beside γ/κ, the slow rise of the background with |Δ|, neglected in (13), distorts this faint peak and finally removes it, so (17) no longer gives the width seen in transmission. In the opposite limit γ → 0 at fixed g, C grows without bound, t(0) → 1, and the width tends to a value close to 4g²/κ, provided that 4g² ≪ κ².

The sign of H also matters. In the approximation (15), the feature is a peak if 2t₀ + (1 − t₀)η > 0, that is, if

t₀ > −η/(2 − η). (19)

A bright cavity coupled to one waveguide, with negligible internal loss, has κ₁ = κ and t₀ = −1. Then (16) gives H = −4η(1 − η), a dip of the same width Γ. Such a bright cavity alone passes all the power and changes only its phase; the dark cavity adds the only loss. By (10), |t(0)|² = (2η − 1)², which vanishes at C = 1. Whether the dark cavity raises or lowers the transmission at resonance therefore depends on the sign and size of t₀, and not only on how much light the bright cavity removes by itself.

**The width as a decay rate**

Switch off the input and look for solutions of (2) and (3) that vary as exp(−λt). They exist if

(κ/2 − λ)(γ/2 − λ) + g² = 0. (20)

The energy decay rates 2λ are

2λ± = (κ + γ)/2 ± √[(κ − γ)²/4 − 4g²]. (21)

With D = κ − γ, the root expands as (D/2)√(1 − 16g²/D²) = D/2 − 4g²/D − 16g⁴/D³ − …, so the slow rate is

2λ₋ = γ + 4g²/D + 16g⁴/D³ + … . (22)

Its leading value is Γ. To this order, the window is as wide as the decay rate of energy stored in the dark cavity, which is lost internally at the rate γ and leaks through the bright cavity at the rate 4g²/κ. As long as 4g² ≪ κ², a larger κ slows this leak: the bright amplitude that the dark cavity can build up, of size 2g|b|/κ, falls as 1/κ, its energy as 1/κ², and the power lost from it, κ|a|², as 1/κ.

For g < (κ − γ)/4 the root in (21) is real, and both modes oscillate at the same frequency ω₀. Well below that coupling, the window comes from interference between a broad and a narrow response at one frequency; close to it, the two decay rates approach each other. Above that coupling the root is imaginary and the modes have two different frequencies.

**The first correction**

To see how (17) begins to fail, let g² and γ be small together, with κ, κ₁ and C fixed, and keep terms of first order in Γ_g/κ. The response in (7) splits into two poles:

(γ/2 − iΔ)/[(λ₊ − iΔ)(λ₋ − iΔ)] = A/(λ₊ − iΔ) + B/(λ₋ − iΔ), (23)
A = (λ₊ − γ/2)/(λ₊ − λ₋), B = (γ/2 − λ₋)/(λ₊ − λ₋). (24)

To the order needed, λ₋ − γ/2 = Γ_g/2 and λ₊ = κ/2 − Γ_g/2. Hence A = 1 + Γ_g/κ, and

A/(λ₊ − iΔ) ≈ (2/κ)(1 + 2Γ_g/κ + 2iΔ/κ). (25)

Write m = 1 − t₀ = 2κ₁/κ and u = Δ/λ₋. The broad pole supplies the background r − 2imΔ/κ, with r = t₀ − 2mΓ_g/κ. The narrow pole supplies R(1 + iu)/(1 + u²), where R is real and equals mη at leading order. The square of the sum is

|t|² ≈ r² + (2rR + R²)/(1 + u²) − (4mΔ/κ)Ru/(1 + u²). (26)

In the last term, already of first order, set Δ = Γu/2 and R = mη. With ηΓ = Γ_g it becomes −2m²(Γ_g/κ)u²/(1 + u²), and u²/(1 + u²) = 1 − 1/(1 + u²). So the shape is still a Lorentzian, but its floor has moved from t₀² to t₀² − d, where

d = (4t₀m + 2m²)Γ_g/κ = 2(1 − t₀²)Γ_g/κ, (27)

since m(2t₀ + m) = (1 − t₀)(1 + t₀). This floor describes the curve for |Δ| of order Γ; it may be negative, because farther out the neglected rise of the background, of order Δ²/κ², takes over.

Let W be the full width midway between |t(0)|² and t₀², with H = |t(0)|² − t₀² > 0. At that level 1/(1 + u²) = (H/2 + d)/(H + d), so u² = 1/(1 + 2d/H) and u ≈ 1 − d/H. The pole itself has moved: replacing 1/D by (1 + γ/κ)/κ in (22) gives

2λ₋ ≈ Γ + Γ_gγ/κ + Γ_g²/κ = Γ(1 + Γ_g/κ). (28)

The product of the two factors is

W ≈ Γ{1 + (Γ_g/κ)[1 − 2(1 − t₀²)/H]}. (29)

The correction is small only if d ≪ H, so at a given t₀ a faint window needs a smaller Γ_g/κ than a bright one.

**Two silicon rings**

Take two rings of radius 10 µm at a wavelength of 1550 nm, where the photon energy is 0.800 eV. Let κ₁ = κ₂ = 199.5 µeV, κᵢ = γ = 1 µeV and g = 20 µeV. Then κ = 400 µeV and t₀ = 1 − 399/400 = 0.0025, so the bright ring alone blocks the line almost completely. Further,

Γ_g = 4 × 20²/400 = 4 µeV, C = 4/1 = 4, η = 4/5 = 0.8,
Γ = 1 + 4 = 5 µeV. (30)

This is 1.21 GHz, or 9.7 pm in wavelength. From (10), |t(0)|² = (1 − 0.9975/5)² = 0.641, while the energy in the bright ring falls by (1 + 4)² = 25.

Solving (2) and (3) numerically at each frequency, and finding the half level by root search, gives a width of 4.90 µeV. The simple law is 2% above this. Equation (29), with H = 0.641 and Γ_g/κ = 0.01, gives 5 × [1 + 0.01 × (1 − 3.12)] = 4.89 µeV. Within |Δ| ≤ 2Γ, the Lorentzian (15) with the height taken from (10) departs from the solved transmission by at most 0.0162.

Integrating the undriven equations with a matrix exponential, with all the energy first in the dark ring, gives a late decay rate of 5.05 µeV, as (28) predicts. If κ is doubled with g and γ held fixed, the part of this rate above γ falls to 0.496 of its value, close to the half expected from a leak 4g²/κ.

With the other rates fixed, g = 40 µeV gives Γ = 17.0 µeV against a solved width of 16.2 µeV, and g = 80 µeV gives 65.0 against 56.6 µeV. The simple law is then 15% too large, although the two modes still share one frequency: they separate only above g = (400 − 1)/4 = 99.75 µeV.

**Beside real rings**

The chosen γ means an intrinsic quality factor of 8 × 10⁵ and, for a group index of roughly 4.2, a propagation loss of 0.92 dB/cm. This is optimistic for so small a ring; a γ a few times larger would widen the window and dim it. The loaded quality factor of the bright ring, 2000, is low and requires strong waveguide coupling. The assumption most easily broken is that of equal resonances. If the dark resonance lies δ above the bright one, the bright response near it is 1/(κ/2 − iδ), and

g²/(κ/2 − iδ) = g²(κ/2 + iδ)/(κ²/4 + δ²). (31)

Twice the real part adds to the decay rate of the dark mode, whose width becomes

γ + 4g²κ/(κ² + 4δ²), (32)

and the imaginary part pushes its line away from the bright resonance by 4g²δ/(κ² + 4δ²). A fabrication error of 1 nm in resonance wavelength is δ = 516 µeV, more than κ itself. The narrow mode then has a width of 1.52 µeV and lies outside the band that the bright ring blocks, so rings with such an error must be tuned into line.

Temperature acts in two ways. With a rough thermo-optic coefficient of 1.8 × 10⁻⁴ per kelvin, assigned to the whole mode, a resonance moves by 34 µeV/K. A difference of 1 K between the rings changes the width (32) of the narrow mode only from 5 to 4.89 µeV, although the window seen in transmission becomes asymmetric. The window follows the dark ring: if that ring alone drifts by 1 K, the window moves by about 34 µeV, nearly seven times its width, and the line closes at the old frequency. A common drift of 0.15 K moves the window by its own width.

Roughness in the dark ring also scatters light into the reverse direction. Let this occur at a rate β = 0.5 µeV, a rough value, with the reverse modes of both rings coupled and damped like the forward ones. At Δ = 0 the reverse dark mode has amplitude decay rate Γ/2, so it adds β²/(Γ/2) = 0.1 µeV to γ/2 = 0.5 µeV. The effective γ is 1.2 µeV, the cooperativity 3.33, and |t(0)|² = (1 − 0.9975/4.33)² = 0.593. Solving the four mode equations gives the same height and a width of 5.28 µeV, 8% above that without backscattering. The effect is this mild only while β is well below Γ/2: at β = 2.5 µeV the same equations give |t(0)|² = 0.16, and the centre becomes a minimum between two peaks.

The single-mode assumption costs less here. The free spectral range is 4.70 meV, about twelve times κ. A model that follows the light around each ring, with lossless couplers of constant strength, gives a width of 4.92 µeV, within 1% of the coupled-mode value. Here each waveguide coupler leaves the fraction exp(−κ₁T) of the power in the ring, with T the round-trip time, and the field coupling between the rings is sin(gT). This matching matters, because κ₁T = 0.27 is not small: setting the power coupling equal to κ₁T instead broadens the bright ring and gives 4.39 µeV.

Power sets another limit. From (5) and (6), the fraction of the input lost in the dark ring at Δ = 0 is

γ|b|²/|s|² = 2(1 − t₀)C/(1 + C)² = 2 × 0.9975 × 4/25 = 0.319. (33)

At 1 µW input this is 0.319 µW. If all of it became heat, a rough thermal resistance of 2 × 10⁴ K/W would warm the ring by 6.4 mK and shift it by 0.22 µeV, or 4% of Γ. Light scattered out of the ring does not heat it, so for this thermal resistance the figure is an upper bound. In this linear estimate it grows in proportion to the power, and near 20 µW it would reach the width of the window. By then the shift acts back on the absorbed power, the linear estimate no longer holds, and the response can become bistable.

All numerical values are calculated from the stated model.
